# Tree-level NRQED coefficients for a Dirac fermion in an external field, part 2

A Dirac fermion of mass $m$ and charge $e$ moves in a classical external field. Its NRQED coefficients follow from tree-level matching to QED. Units are $\hbar=c=1$, with $D_t=\partial_t+ieA^0$, $\mathbf D=\nabla-ie\mathbf A$, $\boldsymbol\pi=\mathbf p-e\mathbf A$, $\mathbf E=-\nabla A^0-\partial_t\mathbf A$, $\mathbf B=\nabla\times\mathbf A$. With the rest energy removed,

$$\mathcal L=\psi^\dagger\Big\{iD_t+c_2\frac{\mathbf D^2}{2m}+c_4\frac{\mathbf D^4}{8m^3}+c_F\frac{e\,\boldsymbol\sigma\cdot\mathbf B}{2m}+c_D\frac{e[\nabla\cdot\mathbf E]}{8m^2}+ic_S\frac{e\,\boldsymbol\sigma\cdot(\mathbf D\times\mathbf E-\mathbf E\times\mathbf D)}{8m^2}$$
$$+c_{W1}\frac{e\{\mathbf D^2,\boldsymbol\sigma\cdot\mathbf B\}}{8m^3}-c_{W2}\frac{eD^i\boldsymbol\sigma\cdot\mathbf B\,D^i}{4m^3}+c_{p'p}\frac{e(\boldsymbol\sigma\cdot\mathbf D\,\mathbf B\cdot\mathbf D+\mathbf D\cdot\mathbf B\,\boldsymbol\sigma\cdot\mathbf D)}{8m^3}+ic_M\frac{e\{D^i,[\nabla\times\mathbf B]^i\}}{8m^3}+c_{B^2}\frac{e^2\mathbf B^2}{8m^3}+\dots\Big\}\psi .$$

The dots include an $e^2\mathbf E^2/m^3$ term.

A mode $A^\mu\propto e^{i\mathbf q\cdot\mathbf x-iq^0t}$ takes $\mathbf p$ to $\mathbf p'=\mathbf p+\mathbf q$ with matrix element $e(J^0A^0-\mathbf J\cdot\mathbf A)$. Here $\mathbf P=\mathbf p'+\mathbf p$, $S=p^2+p'^2$, $\Delta=p'^2-p^2$, and on shell $q^0=E'-E=\Delta/2m+O(m^{-3})$, with $E$ the Dirac energy.

The free Dirac Hamiltonian is $H_0(\mathbf p)=\boldsymbol\alpha\cdot\mathbf p+\beta m$. Its spinors $u$, with $u^\dagger u=1$, give $J^0=u'^\dagger u$ and $\mathbf J=u'^\dagger\boldsymbol\alpha u$. In rest-frame spin labels, QED gives

$$J^0=1-\frac{q^2}{8m^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2}+O(m^{-4}),$$
$$\mathbf J=\frac{\mathbf P+i\boldsymbol\sigma\times\mathbf q}{2m}-\frac{S(\mathbf P+i\boldsymbol\sigma\times\mathbf q)}{8m^3}-\frac{\Delta(\mathbf q+i\boldsymbol\sigma\times\mathbf P)}{16m^3}+O(m^{-5}).$$

NRQED has free energy $\varepsilon=c_2p^2/2m-c_4p^4/8m^3$ and

$$J^0=1-\frac{c_Dq^2}{8m^2}+\frac{ic_S\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2},$$
$$\mathbf J=\frac{c_2\mathbf P+c_Fi\boldsymbol\sigma\times\mathbf q}{2m}-\frac{q^0(c_D\mathbf q+c_Si\boldsymbol\sigma\times\mathbf P)}{8m^2}-\frac{c_4S\mathbf P+(c_{W1}S-2c_{W2}\mathbf p\cdot\mathbf p')i\boldsymbol\sigma\times\mathbf q+c_{p'p}i(\mathbf p\times\mathbf p')\boldsymbol\sigma\cdot\mathbf P+c_M(q^2\mathbf P-\Delta\mathbf q)}{8m^3}.$$

The free energy fixes $c_2=c_4=1$. Matching the currents gives these again, and uniquely

$$c_2=c_4=c_F=c_D=c_S=c_{W1}=1,\qquad c_{W2}=c_{p'p}=c_M=0 .$$

In the atomic example, $\mathbf S=\boldsymbol\sigma/2$ is the spin, $\alpha$ the fine-structure constant and $E_h$ the hartree.

**Q.** Scattering in an external field sounds elastic to me. Why carry $q^0$ at all?

**A.** In a static field $q^0=0$, and then energy conservation forces $\Delta=0$; both sides lose those terms together and nothing is wrong. A time-dependent field allows $\Delta\neq0$. Setting $q^0=0$ there amounts to replacing $\mathbf E$ by $-\nabla A^0$. The QED term $-\Delta(\mathbf q+i\boldsymbol\sigma\times\mathbf P)/16m^3$ is then unmatched. Its unit part $\Delta\mathbf q$ would need $c_M\neq0$, which brings $q^2\mathbf P$ along, and that cannot be cancelled by $S\mathbf P$. The equations have no solution, and the error in $\mathbf J$ is of order $p^3/m^3$.

**Q.** You obtained $c_2$ and $c_4$ twice, once from the free energy and once from the vertex. Is the agreement luck?

**A.** It follows from gauge invariance. In QED, $q^0J^0=u'^\dagger[H_0(\mathbf p')-H_0(\mathbf p)]u=\mathbf q\cdot\mathbf J$, because $H_0(\mathbf p')-H_0(\mathbf p)=\boldsymbol\alpha\cdot\mathbf q$. In NRQED form the same combination for arbitrary coefficients. The $c_F$, $c_{W1}$, $c_{W2}$ terms vanish since $\mathbf q\cdot(\boldsymbol\sigma\times\mathbf q)=0$; the $c_{p'p}$ term since $\mathbf q\cdot(\mathbf p\times\mathbf p')=0$; the $c_M$ term since $q^2\Delta-\Delta q^2=0$. The Darwin pieces $-c_Dq^0q^2/8m^2$ appear in both $q^0J^0$ and $\mathbf q\cdot\mathbf J$ and cancel. The spin-orbit pieces cancel too, since $\mathbf q\cdot(\boldsymbol\sigma\times\mathbf P)=\boldsymbol\sigma\cdot(\mathbf P\times\mathbf q)=-2\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$. This leaves

$$q^0J^0-\mathbf q\cdot\mathbf J=q^0-\frac{c_2\Delta}{2m}+\frac{c_4\Delta S}{8m^3},$$

and $\Delta S=p'^4-p^4$, so the right side is $q^0-(\varepsilon'-\varepsilon)$, zero on shell. This combination is the vertex for a pure gauge field, $A^0\propto q^0$ and $\mathbf A\propto\mathbf q$, and it involves only $c_2$ and $c_4$, as the free energy does.

**Q.** Give me numbers for one collision.

**A.** Take $\mathbf p=(0.10,0,0.05)m$ and $\mathbf p'=(0,0.20,0.05)m$, and set $m=1$. Then $\mathbf q=(-0.10,0.20,0)$, $\mathbf P=(0.10,0.20,0.10)$, $q^2=0.0500$, $S=0.0550$, $\Delta=0.0300$ and $(\mathbf p'\times\mathbf p)_z=-0.0200$. The exact $q^0=E'-E$ is $0.0147983$, against $\Delta/2=0.0150000$; I use the exact value, the difference entering $\mathbf J$ only at $p^5$. Between spin-up states along $z$ only $\sigma_z\to1$ survives:

$$J^0_{\uparrow\uparrow}=1-\frac{0.0500}{8}+\frac{i(-0.0200)}{4}=0.9937500-0.0050000\,i .$$

For $J_x$, $(\boldsymbol\sigma\times\mathbf q)_x\to-q_y=-0.20$ and $(\boldsymbol\sigma\times\mathbf P)_x\to-P_y=-0.20$. The terms without $q^0$ are $(0.10-0.20i)(\tfrac12-0.0550/8)=0.0493125-0.0986250\,i$. The $q^0$ terms add $-(0.0147983/8)(-0.10-0.20i)$, for a total of $0.0494975-0.0982550\,i$. Spinors from numerical diagonalisation of the $4\times4$ Dirac matrix, rotated to the rest-frame spin labels, give $J^0_{\uparrow\uparrow}=0.9939090-0.0048995\,i$ and $J_{x\uparrow\uparrow}=0.0495106-0.0982961\,i$.

Over all spin elements and components, the absolute error (root of the summed squared moduli of exact minus NRQED) is $2.78\times10^{-4}$ for $J^0$, $1.09\times10^{-4}$ for $\mathbf J$, and $1.01\times10^{-3}$ for $\mathbf J$ without the $q^0$ terms. Comparing the errors with both momenta scaled by $1/4$ and with both scaled by $1/8$, a factor 2 apart, the base-2 logarithms of the error ratios are $3.998$, $4.998$ and $2.994$, close to the powers 4, 5 and 3 derived above.

**Q.** You have said nothing about $c_{B^2}$ or the $\mathbf E^2$ term. They are of order $1/m^3$ as well.

**A.** They are quadratic in the field and invisible in this amplitude. I leave the $\mathbf E^2$ coefficient undetermined. A uniform static $\mathbf B$ gives $c_{B^2}$. Since $\beta$ anticommutes with $\boldsymbol\alpha$, $H^2=m^2+(\boldsymbol\sigma\cdot\boldsymbol\pi)^2$. The commutator $[\pi_x,\pi_y]=-e(-i\partial_xA_y+i\partial_yA_x)=ieB_z$ gives $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)=\boldsymbol\pi^2-e\boldsymbol\sigma\cdot\mathbf B$. Expanding the positive root,

$$H-m=\frac{\boldsymbol\pi^2-e\boldsymbol\sigma\cdot\mathbf B}{2m}-\frac{\boldsymbol\pi^4-e\{\boldsymbol\pi^2,\boldsymbol\sigma\cdot\mathbf B\}+e^2\mathbf B^2}{8m^3}+\dots$$

Minus the Lagrangian has $+c_{W1}e\{\boldsymbol\pi^2,\boldsymbol\sigma\cdot\mathbf B\}/8m^3-c_{B^2}e^2\mathbf B^2/8m^3$, so $c_{B^2}=1$. A uniform field sees $W1$ and $W2$ only through $c_{W1}-c_{W2}$, so it cannot replace the scattering argument.

For $eB>0$ along $z$, $\pi_x$ and $\pi_y$ form an oscillator, and $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2$ has eigenvalues $x=(2n+1-s)eB+p_z^2$ with $s=\pm1$. I diagonalised the Dirac matrix on 12 oscillator states at $eB=0.002\,m^2$ and half of that, with $p_z^2=0.7\,eB$. Subtracting the other NRQED terms, dividing by $-e^2B^2/8m^3$ and extrapolating linearly to $B=0$ gives $c_{B^2}=1.00000$, $0.99997$, $0.99997$, $0.99970$ for $(n,s)=(0,+),(0,-),(1,+),(1,-)$. With the $B^2$ term included, the remainder is $x^3/16-5x^4/128$ for $m=1$, so halving $B$ divides it by $8(1-5x/16)$ to first order in $x$. With $x=0.7,\ 2.7,\ 2.7,\ 4.7$ times $eB$ this agrees, to a unit in the last digit, with the computed ratios $7.996$, $7.987$, $7.987$, $7.977$.

**Q.** The point of NRQED is bound states. Do coefficients taken from free scattering give the right levels in an atom?

**A.** Take hydrogen with a point nucleus of infinite mass and no radiative corrections, now in Hartree atomic units, where $m=1$, $c=1/\alpha$ and each correction carries $\alpha^2=5.3251354\times10^{-5}$. Set $eA^0=V=-1/r$ and $e\mathbf E=-\nabla V$. The Darwin term becomes $+\nabla^2V/8=\pi\delta^3(\mathbf r)/2$, since $\nabla^2(-1/r)=4\pi\delta^3(\mathbf r)$. In the spin-orbit term $\mathbf p\times\mathbf E=-\mathbf E\times\mathbf p$ for a curl-free field, so $H=-e\boldsymbol\sigma\cdot(\mathbf E\times\mathbf p)/4=V'\boldsymbol\sigma\cdot\mathbf L/4r=\mathbf L\cdot\mathbf S/2r^3$. First-order perturbation theory gives

$$\delta\varepsilon=\alpha^2\Big[-\frac{c_4}{8}\langle p^4\rangle+c_D\frac{\pi}{2}|\psi(0)|^2+\frac{c_S}{2}\langle r^{-3}\rangle\langle\mathbf L\cdot\mathbf S\rangle\Big].$$

The radial functions are $u_{1s}=2re^{-r}$, $u_{2s}=r(1-r/2)e^{-r/2}/\sqrt2$ and $u_{2p}=r^2e^{-r/2}/2\sqrt6$. The Schrödinger equation gives $p^2u=(2/r-1/n^2)u$, and $\langle p^4\rangle$ is the integral of its square. With $\int_0^\infty r^ke^{-ar}dr=k!/a^{k+1}$:

1s: $4\int(2-r)^2e^{-2r}dr=4(2-1+\tfrac14)=5$.

2s: $\tfrac12\int(2-\tfrac54r+\tfrac18r^2)^2e^{-r}dr=\tfrac12(4-5+\tfrac{33}8-\tfrac{15}8+\tfrac38)=\tfrac{13}{16}$.

2p: $\tfrac1{24}\int(4r^2-r^3+\tfrac1{16}r^4)e^{-r}dr=\tfrac1{24}(8-6+\tfrac32)=\tfrac7{48}$.

For s states $|\psi(0)|^2=(u/r)^2_{r=0}/4\pi$, which is $1/\pi$ and $1/8\pi$, and $\mathbf L=0$. For 2p, $\psi(0)=0$, $\langle r^{-3}\rangle=\tfrac1{24}\int re^{-r}dr=\tfrac1{24}$, and $\langle\mathbf L\cdot\mathbf S\rangle=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$ is $-1$ for $j=\tfrac12$ and $\tfrac12$ for $j=\tfrac32$. In units of $\alpha^2E_h$:

| state | $p^4$ | Darwin | spin-orbit | sum |
|---|---|---|---|---|
| 1s | −0.6250000 | 0.5000000 | 0 | −0.1250000 |
| 2s | −0.1015625 | 0.0625000 | 0 | −0.0390625 |
| 2p₁/₂ | −0.0182292 | 0 | −0.0208333 | −0.0390625 |
| 2p₃/₂ | −0.0182292 | 0 | 0.0104167 | −0.0078125 |

Beyond the $p^4$ term, the 2s sum contains only the Darwin term and the 2p₁/₂ sum only the spin-orbit term, yet the two sums coincide for the matched values.

**Q.** And what does the Dirac equation give for those levels?

**A.** Write the Dirac spinor as $(G\,\Omega_\kappa,\,iF\,\Omega_{-\kappa})/r$, with $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$ and phases such that $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$, where $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. The four states have $\kappa=-1,-1,1,-2$. Multiplying $\boldsymbol\sigma\cdot\mathbf p$ by $\sigma_r^2=1$ gives $\sigma_r(-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r)$, so $\boldsymbol\sigma\cdot\mathbf p\,(G\Omega_\kappa/r)=i(G'+\kappa G/r)\Omega_{-\kappa}/r$, and likewise with $\kappa\to-\kappa$. With $\varepsilon$ the energy less $c^2$,

$$G'+\frac\kappa rG=\Big[\alpha\Big(\varepsilon+\frac1r\Big)+\frac2\alpha\Big]F,\qquad F'-\frac\kappa rF=-\alpha\Big(\varepsilon+\frac1r\Big)G .$$

I summed the regular power series $r^\gamma\sum_ka_kr^k$, $\gamma=\sqrt{\kappa^2-\alpha^2}$, to 220 terms in 60-digit arithmetic and adjusted $\varepsilon$ until $G$ vanished at $r=30n$ bohr. The shifts from $-1/2n^2$, in $E_h$, are $-6.6565965\times10^{-6}$ (1s), $-2.0801892\times10^{-6}$ (2s and 2p₁/₂) and $-4.1602898\times10^{-7}$ (2p₃/₂). The table times $\alpha^2$ gives $-6.6564193\times10^{-6}$, $-2.0801310\times10^{-6}$ and $-4.1602621\times10^{-7}$. The differences are $-0.06250$, $-0.02051$ and $-0.00098$ in units of $\alpha^4E_h$, one order beyond the Lagrangian used.

The 1s remainder can be derived. Try $G=r^\gamma e^{-r}$, $F=bG$ with $\kappa=-1$. The $1/r$ terms give $\gamma-1=\alpha b$ and $b(\gamma+1)=-\alpha$, whose product is $\gamma^2=1-\alpha^2$. The constant terms of the second equation give $b=\alpha\varepsilon$, and those of the first, $-1=b(b+2/\alpha)=b(\gamma+1)/\alpha$, then hold. So $\varepsilon=(\gamma-1)/\alpha^2=-\tfrac12-\alpha^2/8-\alpha^4/16-\dots$, which contains both the $-0.125$ and the $-0.0625$.

Run the argument backwards: treat $c_4,c_D,c_S$ as unknown and fit the four Dirac shifts by least squares. The result is $1.00003$, $1.00002$, $1.00003$, departing from 1 by a relative amount of order $\alpha^2$, as the neglected remainder requires. The 2p splitting is $\tfrac12\cdot\tfrac1{24}\cdot\tfrac32\,\alpha^2=\alpha^2/32=1.664105\times10^{-6}E_h$, or $10.9493$ GHz, against $1.664160\times10^{-6}E_h$, or $10.9496$ GHz, from the Dirac equation. These digits compare two descriptions of one idealised atom.

**Q.** Where should I stop trusting these values?

**A.** The expansion parameter is $p^2/m^2$, so both momenta, and with them $q^0$, must be small against $m$; fields that vary on the scale $1/m$ or can create pairs lie outside it. For nuclear charge $Z$ the typical momentum is $Z\alpha m$, so relative errors in the fine structure scale as $(Z\alpha)^2$ at small $Z\alpha$. Going to $\alpha^4E_h$ needs the $1/m^4$ and $1/m^5$ operators, the terms quadratic in $\mathbf E$ and second-order perturbation theory. The values are those of tree level for a point Dirac particle. Photon loops leave $c_2=c_4=1$, since these follow from $E=\sqrt{p^2+m^2}$ with $m$ the physical mass, and add terms of order $\alpha$ to the other coefficients, including those that vanish at tree level; in $c_D$, $c_{W1}$, $c_{W2}$ and $c_M$ these terms contain $\alpha\ln(m/\mu)$, with $\mu$ the scale at which the effective theory is cut off (not derived here). For an infinitely heavy nucleus without spin the 2p splitting does not involve $c_F$; it is proportional to $c_S$, which the electron's anomalous moment shifts by roughly $2\times10^{-3}$ (not derived here). A nucleus of finite mass $M$ moves and produces a magnetic field, so $c_S$ is replaced by $c_S+2c_Fm/M$; together with the reduced mass in $\langle r^{-3}\rangle$ this lowers the splitting of hydrogen by a fraction of about $5\times10^{-4}$ (also not derived here). The proton's magnetic moment, also left out, splits each 2p level further, by up to about $5\times10^{-3}$ of the fine-structure splitting (again not derived here). The splitting of real hydrogen is therefore given here only to a few parts in $10^3$ of its value. A composite particle of spin 1/2 has a general vertex with form factors, and all its coefficients except $c_2$ and $c_4$ must be matched afresh, including those that vanish here; the NRQED side of the calculation stays the same.
